# Arctangent switching in log time from Lorentzian waiting times

**Question**

I am modelling polarization reversal in a 10 nm polycrystalline ferroelectric film under a constant field. The film is divided into many regions that do not influence each other. I want the logarithm of the waiting time to follow a Lorentzian with its centre at 1 µs and a half-width of 0.4 decades. I am told the switched fraction should then be an arctangent of log time, but two things have gone wrong.

First, I gave each region an exponential switching curve, averaged over the Lorentzian, and did not get the arctangent. Second, the average waiting time in my simulation never settles, however many regions I use. What should I compute, how does the result differ from a single exponential, and can I believe the tails?

**Answer**

Your first problem comes from what the distribution describes. The arctangent follows if the Lorentzian is the distribution of the *actual* waiting times, with each region reversing abruptly. You used it for the *mean* times of random events, which adds a second source of spread. Your second problem is a property of the distribution: its mean waiting time is infinite.

**From counting to the arctangent**

Let $z=\log_{10}(t/1\,\mathrm{s})$ and $z_1=\log_{10}(t_1/1\,\mathrm{s})$. The density of $z'=\log_{10}(\tau/1\,\mathrm{s})$, where $\tau$ is a region's waiting time, is

$$F(z')=\frac{1}{\pi}\,\frac{w}{(z'-z_1)^2+w^2}.$$

Here $w$ is in decades; with natural logarithms it would be larger by a factor $\ln 10$. All regions carry equal charge, and none switches back. At time $t$ a region contributes 1 if $\tau<t$ and 0 otherwise, so the switched fraction of a large film is the probability that $\tau<t$:

$$f(t)=\int_{-\infty}^{z}F(z')\,dz'.$$

Put $z'=z_1+w\tan\theta$. Then $dz'=w\,d\theta/\cos^2\theta$, and the denominator of $F$ is $w^2(1+\tan^2\theta)=w^2/\cos^2\theta$. The integrand becomes $d\theta/\pi$, and the lower limit becomes $-\pi/2$:

$$f(t)=\frac1\pi\int_{-\pi/2}^{\arctan[(z-z_1)/w]}d\theta
=\frac12+\frac1\pi\arctan\frac{z-z_1}{w}.$$

To show this numerically without putting the arctangent in by hand, draw two independent standard Gaussian numbers $a,b$ and set $\log_{10}(\tau/1\,\mathrm{s})=z_1+w\,a/b$. The ratio $r=a/b$ has density

$$\int_{-\infty}^{\infty}|b|\,\frac{e^{-r^2b^2/2}}{\sqrt{2\pi}}\frac{e^{-b^2/2}}{\sqrt{2\pi}}\,db
=\frac1\pi\int_0^\infty b\,e^{-(1+r^2)b^2/2}\,db=\frac{1}{\pi(1+r^2)},$$

which is the required Lorentzian. Then count the regions with $\tau<t$. With 400,000 regions the largest gap between the counted curve and the arctangent was 0.00125, comparable with the sampling scale $1/\sqrt{400000}\approx0.0016$.

**The single-time exponential**

Suppose instead that all regions are identical and each has the same constant probability $1/t_0$ per unit time of switching. The fraction $g$ obeys $dg/dt=(1-g)/t_0$ with $g(0)=0$, so $g=1-e^{-t/t_0}$. For a fair comparison I give both curves the same median. Setting $g(t_1)=1/2$ gives $t_0=t_1/\ln2$ and

$$g(t)=1-2^{-t/t_1}.$$

| $t$ | counted | arctangent | exponential |
|---|---|---|---|
| 10 ns | 0.063 | 0.063 | 0.007 |
| 100 ns | 0.121 | 0.121 | 0.067 |
| 1 µs | 0.500 | 0.500 | 0.500 |
| 10 µs | 0.879 | 0.879 | 0.999 |
| 1 ms | 0.958 | 0.958 | 1.000 |
| 1 s | 0.979 | 0.979 | 1.000 |

The central widths are similar; the outer widths are not. Solving $f=p$ gives $z=z_1+w\tan[\pi(p-\tfrac12)]$. The distance in log time from fraction $p$ to $1-p$ is therefore

$$\Delta z_{\rm L}=2w\tan\!\left[\pi\left(\tfrac12-p\right)\right].$$

For the exponential, $g=p$ gives $t=-t_0\ln(1-p)$, and $g=1-p$ gives $t=-t_0\ln p$. The ratio of the two times does not contain $t_0$:

$$\Delta z_{\rm exp}=\log_{10}\frac{\ln p}{\ln(1-p)}.$$

From 25 to 75 % the widths are 0.80 and 0.68 decades. From 10 to 90 % they are $0.8\tan72^\circ=2.46$ and 1.34 decades. From 1 to 99 % they are 25.5 and 2.7 decades. Changing $t_0$ slides the exponential along the log-time axis without changing its shape. Between 10 ns and 1 ms, the choice that minimizes the largest misfit is $t_0=2.0$ µs, and the misfit is still 0.115 of the full switched fraction.

**The tails, and the mean that does not settle**

Let $x=z-z_1$ be the distance from the median in decades. For $x>0$, the identity $\arctan(x/w)+\arctan(w/x)=\pi/2$ gives

$$1-f=\frac1\pi\arctan\frac wx=\frac{w}{\pi x}\left(1-\frac{w^2}{3x^2}+\dots\right).$$

Because $F$ is symmetric, the fraction switched early, at $-x$, is the same. Three decades from the median it is 0.042. For the exponential, $t/t_1=10^x$. Its early tail follows from $1-e^{-y}\approx y$ with $y=\ln2\cdot10^{x}$, and is $6.9\times10^{-4}$ at $x=-3$. Its late tail is $2^{-10^x}$, about $10^{-301}$ at $x=3$.

With a switchable charge $2P_r=40$ µC/cm², the arctangent leaves $40\times0.0422=1.69$ µC/cm² still to switch at 1 ms. The next three decades, up to 1 s, switch about half of that.

The mean waiting time, in units of $t_1$, would be

$$\frac{\langle\tau\rangle}{t_1}=\int_{-\infty}^{\infty}10^{x}\,\frac{w}{\pi(x^2+w^2)}\,dx .$$

The factor $10^x$ grows faster than $x^2$, so the integral diverges. Cutting it off 3, 6 and 7 decades above the median gives about 10, 1800 and 13,000. Your simulated mean is governed by the slowest regions that happened to be drawn. Use the median and quartiles: $f=1/4,1/2,3/4$ at $z_1-w$, $z_1$, $z_1+w$.

**What your averaged exponentials give**

If a region has mean time $\vartheta$ and switches at random, its actual waiting time is $\tau=\vartheta s$, where $s$ has density $e^{-s}$. For given $s$, the condition $\tau<t$ means $\vartheta<t/s$. With the Lorentzian assigned to $\log_{10}\vartheta$, the switched fraction is

$$f_P(t)=\int_0^\infty e^{-s}f(t/s)\,ds .$$

This is your curve. For $w\to0$, $f(t/s)$ becomes a step equal to 1 for $s<t/t_1$, so $f_P\to1-e^{-t/t_1}$: the single-time exponential is the limit of identical regions with random switching. In the other limit, far from the median, replacing $t$ by $t/s$ shifts $x$ by $-\log_{10}s$. This is typically a fraction of a decade, so the leading tail $w/(\pi|x|)$ survives, though it is approached slowly: for $w=0.4$ the early tail of $f_P$ is 17 % above it at $x=-3$, and the late tail is 6 % below it at $x=3$.

Near the centre, for $w=0.4$, your curve lies above the arctangent by up to 0.16, near $x=-0.4$. About half of that is a shift: the median of $f_P$ lies at $x=-0.20$, and with the medians matched the largest gap is 0.08. The rest is mostly broadening, since half the 25–75 % distance is 0.62 decades instead of 0.40. An arctangent with free centre and width (centre $x=-0.22$, half-width 0.57) follows $f_P$ to within 0.024 between 10 ns and 1 ms.

**Can the early tail be real?**

The Lorentzian extends to $z\to-\infty$ and so assigns some regions waiting times shorter than any microscopic time. A simple model shows what that weight can mean. Let a region in local field $E>0$ wait for

$$\tau=\tau_a e^{E_a/E},$$

where $\tau_a$ is an attempt time and $E_a$ an activation field. Let $E$ be Lorentzian with centre $E_0$ and half-width $\gamma$. For $u=1/E$ we have $|dE|=du/u^2$, so the density of $u$ is

$$\frac{\gamma}{\pi}\,\frac{1}{u^2[(1/u-E_0)^2+\gamma^2]}
=\frac{\gamma}{\pi}\,\frac{1}{Du^2-2E_0u+1},\qquad D=E_0^2+\gamma^2 .$$

Completing the square,

$$Du^2-2E_0u+1=D\left[\left(u-\frac{E_0}{D}\right)^2+\frac{\gamma^2}{D^2}\right],$$

because $1/D-E_0^2/D^2=\gamma^2/D^2$. Thus $u$ is Lorentzian with centre $E_0/D$ and half-width $\gamma/D$. With $z_a=\log_{10}(\tau_a/1\,\mathrm{s})$, the formula for $\tau$ reads $z=z_a+E_au/\ln10$, which is linear in $u$. Hence

$$z_1-z_a=\frac{E_aE_0}{D\ln10},\qquad w=\frac{E_a\gamma}{D\ln10},\qquad \frac{w}{z_1-z_a}=\frac{\gamma}{E_0}.$$

The part with $z<z_a$ has $u<0$, hence $E<0$. These regions have a reversed local field. In this model they never switch, although the arctangent counts them as switched from the start. For $t>\tau_a$ the corrected fraction is

$$f_{\rm phys}(t)=f(t)-f(\tau_a).$$

Take $E_0=2$ MV/cm and $\tau_a=0.1$ ps, which is 7 decades below $t_1$. Then $\gamma=2\times0.4/7=0.114$ MV/cm and $E_a=32.3$ MV/cm. The correction is $\arctan(0.4/7)/\pi=0.018$, or 0.73 µC/cm². It is small beside the total but not beside the early tail: at 10 ns the fraction falls from 0.063 to 0.045, still well above the exponential's 0.007. The 1 % point of the uncorrected law lies below $\tau_a$, so the 25-decade width above is a property of the formula, not a time range a film could show.

**How independent are the regions?**

Suppose a non-ferroelectric layer of thickness $d_i$ and permittivity $\varepsilon_i$ lies in series with the film ($d$, $\varepsilon_f$), with no trapped charge between them. At fixed voltage $V$,

$$\varepsilon_0\varepsilon_fE_f+P=\varepsilon_0\varepsilon_iE_i,\qquad E_fd+E_id_i=V.$$

Solve the first equation for $E_i$, insert it in the second, and write $s_i=d_i/\varepsilon_i$:

$$E_f=\frac{V-Ps_i/\varepsilon_0}{d+\varepsilon_fs_i}.$$

As $P$ goes from $-P_r$ to $+P_r$, the film field drops by

$$\Delta E=\frac{2P_r}{\varepsilon_0}\,\frac{s_i}{d+\varepsilon_fs_i}.$$

For $d_i=0.2$ nm, $\varepsilon_i=20$ and $\varepsilon_f=30$, $s_i=0.01$ nm and the last factor is $0.01/10.3$. This gives $\Delta E=0.44$ MV/cm, nearly four times $\gamma$. It is an idealized case: if the film field is 2 MV/cm before switching, the same equations put about 14 MV/cm across the layer afterwards, beyond the breakdown field of ordinary dielectrics. In a real film, charge would probably pass through so thin a layer. Where that charge follows the polarization and compensates part of it, $\Delta E$ is smaller.

I followed 2000 regions in a mean-field simulation. Each local field falls by $\Delta E$ times the fraction already switched, and a region reverses when $\int dt/\tau(E)$ reaches 1. With $E_0$ defined as the centre of the field distribution before switching (a Lorentzian has no mean), the median moves later by 0.55 decades. Half the 25–75 % distance grows from 0.40 to 0.92 decades. Holding the median region at its half-switched field $E_0-\Delta E/2$ throughout would give a delay of $(E_a/\ln10)\,[1/(E_0-\Delta E/2)-1/E_0]\approx0.9$ decades. The simulated delay is smaller because progress made earlier, at higher field, counts. In this model, a width read from a switching curve is therefore not a measure of disorder alone.

**Beside a real film**

The inputs lie in the rough regime of ferroelectric hafnia-based films: about 10 nm thick, tens of µC/cm² of switchable charge, and fields of a few MV/cm. Median times vary widely with field and processing. The value of $E_a$ follows from my choice of $t_1$ and $\tau_a$ and is not a measured material constant. Independence is the assumption I would distrust first, since the assumed thin layer more than doubles the width for $\tau_a=0.1$ ps. The factor depends on that choice: with $E_0$, $t_1$, $w$ and $\Delta E$ fixed it falls from 2.3 to 1.7 for $\tau_a=1$ ns. Charge trapped at the interface could change that number considerably.

Other effects limit the usable time window:

- **Circuit.** A square capacitor of side 20 µm with 50 Ω in series at 2 V needs at least $2P_rAR/V=4.0$ ns to receive its switching charge, where $A$ is its area and $R$ the resistance. The uncorrected arctangent has already reached 0.053 by then.
- **Growth.** A 20 nm region crossed by a wall at 10 m/s takes 2 ns. Replacing each abrupt step by a linear ramp of that length changes $f$ by at most 0.0014 between 10 ns and 1 s.
- **Leakage.** At an assumed $10^{-4}$ A/cm², the leaked charge equals the charge still to switch at about 12 ms. A tail measured later needs careful leakage subtraction; real leakage can differ by orders of magnitude.
- **Breakdown.** The field distribution puts 1.8 % of regions above 4 MV/cm, a rough breakdown field. That part of the Lorentzian should not be taken literally. In the local-field model these regions switch within about 0.3 ns and supply 0.018 of the corrected fraction 0.045 at 10 ns. Without them 0.0265 remains, still above the exponential's 0.007. This depends on $\tau_a$: with $E_0$, $t_1$ and $w$ fixed, 0.012 remains for $\tau_a=10$ ps, and nothing remains for $\tau_a=0.1$ ns, where every region switched by 10 ns has a local field above 4 MV/cm.
- **Temperature.** If switching is thermally activated, the median at 300 K corresponds to a barrier $k_BT\ln(t_1/\tau_a)=0.42$ eV. With barrier, field and attempt time held fixed, heating to 358 K (85 °C) moves the median from 1 µs to about 70 ns.

For your simulation, draw the waiting times themselves, count the regions with $\tau<t$, and compare quartiles rather than means. If you have a physical reason for random switching within each region, keep your averaged curve, but fit it with $f_P$: an arctangent can also follow it closely, but it returns a shifted centre and too large a $w$. The numerical output below gives the remaining digits.

## Numbers as computed

```
t1 = 1.0 us, w = 0.40 decades
2Pr = 40 uC/cm2, film = 10 nm
field = 2.0 MV/cm, attempt time = 0.1 ps
regions counted = 400000, largest gap to law = 0.00125
time (s): counted, arctangent, exponential fraction
1e-08: 0.0627 0.0628 0.006908
1e-07: 0.1212 0.1211 0.066967
1e-06: 0.5000 0.5000 0.500000
1e-05: 0.8789 0.8789 0.999023
1e-04: 0.9374 0.9372 1.000000
1e-03: 0.9582 0.9578 1.000000
1e+00: 0.9791 0.9788 1.000000
central span (decades): Lorentzian, exponential
25-75 %: 0.800 0.683
10-90 %: 2.462 1.340
1-99 %: 25.456 2.661
tail 3 decades from t1, Lorentzian = 0.04219
same, w/(pi x) = 0.04244
exponential, 3 decades early = 6.929e-04
exponential, 3 decades late: log10 = -301.0
unswitched charge at 1 ms = 1.69 uC/cm2
partial mean wait/t1, cut 3, 6, 7 decades past t1:
  10 1.82e+03 1.3e+04
best exponential time (10 ns-1 ms) = 2.02 us
its largest misfit in fraction = 0.115
random nucleation: largest shift = +0.161
  at log10(t/t1) = -0.4
local-field half-width = 0.114 MV/cm
activation field = 32.3 MV/cm
regions that never switch = 1.82 %
  their charge = 0.73 uC/cm2
layer = 0.2 nm, permittivity 20 (film 30)
field drop on full switching = 0.439 MV/cm
median delay by feedback = 0.55 decades
quartile half-width, no feedback = 0.403 decades
quartile half-width, feedback = 0.922 decades
region 20 nm, wall speed 10 m/s: growth 2.0 ns
largest growth shift after 10 ns = 0.00139
capacitor side 20 um, load 50 ohm, 2.0 V
circuit charging time = 4.0 ns
arctangent fraction by then = 0.0526
leakage = 1e-04 A/cm2; equals tail charge at 12.4 ms
regions above 4 MV/cm = 1.82 %
barrier at 300 K = 0.417 eV
median at 358 K = 73 ns (-1.14 decades)
```
